# Finding the intertwiner between two gamma representations by group averaging

Take this $4\times4$ matrix, whose entries were drawn at random from the integers $-3$ to $3$:

$$F=\begin{pmatrix}-1&2&3&3\\0&2&-2&1\\-2&2&-3&-3\\3&-1&1&0\end{pmatrix}.$$

Multiply it on the left by a product of Weyl gamma matrices and on the right by the inverse of the same product of Dirac gamma matrices. Do this for all 16 products of distinct gammas and add the results. The sum is

$$S=\begin{pmatrix}-18&0&18&0\\0&-18&0&18\\-18&0&-18&0\\0&-18&0&-18\end{pmatrix}.$$

The disorder of $F$ has gone, and one number, 18, survives with a pattern of signs. Why does the sum have this form, and what does the pattern do? A smaller case, with two gammas and four products, can be worked by hand and answers both questions.

## Two gammas by hand

In one space and one time dimension the Clifford relations are

$$(\gamma^0)^2=1,\qquad (\gamma^1)^2=-1,\qquad \gamma^0\gamma^1=-\gamma^1\gamma^0 .$$

Define the real matrices

$$Z=\begin{pmatrix}1&0\\0&-1\end{pmatrix},\quad X=\begin{pmatrix}0&1\\1&0\end{pmatrix},\quad J=\begin{pmatrix}0&1\\-1&0\end{pmatrix}.$$

They satisfy $Z^2=X^2=1$, $J^2=-1$, $ZJ=-JZ=X$ and $XJ=-JX=-Z$. So $(\gamma^0,\gamma^1)=(Z,J)$ is one representation and $(\gamma'^0,\gamma'^1)=(X,J)$ is another. We seek an invertible $S$ with $\gamma'^\mu S=S\gamma^\mu$, called an intertwiner.

List the products of distinct gammas, in the same order for both sets:

- unprimed: $1,\ Z,\ J,\ ZJ=X$, with inverses $1,\ Z,\ -J,\ X$;
- primed: $1,\ X,\ J,\ XJ=-Z$.

For an arbitrary $F=\begin{pmatrix}a&b\\c&d\end{pmatrix}$ the sum of (primed product) $F$ (unprimed product)$^{-1}$ is

$$S=F+XFZ-JFJ-ZFX .$$

The last three terms, signs included, are

$$XFZ=\begin{pmatrix}c&-d\\a&-b\end{pmatrix},\quad -JFJ=\begin{pmatrix}d&-c\\-b&a\end{pmatrix},\quad -ZFX=\begin{pmatrix}-b&-a\\d&c\end{pmatrix}.$$

Adding them to $F$ entry by entry gives

$$S=s\,R,\qquad s=a-b+c+d,\qquad R=\begin{pmatrix}1&-1\\1&1\end{pmatrix}.$$

The four numbers in $F$ enter through the single combination $s$, and the matrix $R$ does not depend on $F$. It is an intertwiner: $XR=RZ=\begin{pmatrix}1&1\\1&-1\end{pmatrix}$, and $R=1-J$ commutes with $J$. Since $\det R=2$, $S$ is invertible if $s\neq0$ and is the zero matrix if $s=0$. There is no case in between.

The intertwining property can be seen without computing entries. Multiplying the list $1,\gamma^0,\gamma^1,\gamma^0\gamma^1$ from the left by $\gamma^1$ gives

$$\gamma^1,\quad -\gamma^0\gamma^1,\quad -1,\quad \gamma^0 .$$

The last entry is $\gamma^1\gamma^0\gamma^1=-\gamma^0(\gamma^1)^2=\gamma^0$. This is the old list, reordered and with signs. The primed list acquires the same signs, because only the Clifford relations were used. In $S$ each sign appears twice, once on each side of $F$, and cancels. Hence $\gamma'^1S(\gamma^1)^{-1}=S$. This argument carries over to four dimensions.

## The sum in four dimensions

Let $\gamma^\mu$ and $\gamma'^\mu$, $\mu=0,\dots,3$, be two sets of complex $4\times4$ matrices, each obeying

$$\gamma^\mu\gamma^\nu+\gamma^\nu\gamma^\mu=2\eta^{\mu\nu}\,1,\qquad \eta=\mathrm{diag}(1,-1,-1,-1).$$

Nothing is assumed yet about hermiticity. For each subset $A$ of the four indices let $\Gamma_A$ be the product of the corresponding $\gamma$'s in increasing index order, with the empty product equal to 1. There are $2^4=16$ of them. Let $\Gamma'_A$ be the same products of the primed matrices, and define

$$S=\sum_A\Gamma'_A\,F\,\Gamma_A^{-1}.$$

The matrices $\pm\Gamma_A$ form a group of 32 elements. Since $\Gamma_A$ and $-\Gamma_A$ would contribute equal terms, 16 terms suffice.

To multiply $\Gamma_A$ by $\gamma^\mu$ from the left, move $\gamma^\mu$ to its ordered place, with one minus sign for each gamma passed. If $\mu$ was absent from $A$ it is now included; if it was present, the two copies combine to $\eta^{\mu\mu}=\pm1$. Thus

$$\gamma^\mu\Gamma_A=\varepsilon\,\Gamma_B,\qquad \varepsilon=\pm1,$$

where $B$ is $A$ with $\mu$ added or removed. As $A$ runs over all subsets, so does $B$. The sign $\varepsilon$ depends on $\mu$ and $A$ but is the same for both sets. Using $\Gamma_A^{-1}(\gamma^\mu)^{-1}=(\gamma^\mu\Gamma_A)^{-1}$,

$$\gamma'^\mu S(\gamma^\mu)^{-1}=\sum_A(\gamma'^\mu\Gamma'_A)F(\gamma^\mu\Gamma_A)^{-1}=\sum_B\varepsilon^2\,\Gamma'_BF\,\Gamma_B^{-1}=S .$$

Therefore $\gamma'^\mu S=S\gamma^\mu$ for every $F$.

For the result to hold for arbitrary $F$, the common product order is essential. Reversing a product of $k$ gammas multiplies it by $(-1)^{k(k-1)/2}$, so reversal in one set alone leaves uncancelled signs. Measure the failure by the relative residual

$$r=\max_\mu\frac{\|\gamma'^\mu S-S\gamma^\mu\|}{\|S\|},\qquad \|M\|^2=\mathrm{tr}(M^\dagger M).$$

In a numerical trial with one order reversed, $r$ was about 1.5, so the result was no intertwiner at all.

## Schur's lemma: zero or invertible

We first show that the 16 products are linearly independent. Moving $\gamma^\mu$ through a product of $k$ distinct gammas gives the sign $(-1)^k$ if $\mu$ is absent, and $(-1)^{k-1}$ if it is present, since $\gamma^\mu$ commutes with itself. For $k=2$ or 4 choose a $\mu$ that is present; for $k=1$ or 3 choose one that is absent. Either way $\gamma^\mu\Gamma_A(\gamma^\mu)^{-1}=-\Gamma_A$. The trace is unchanged by a similarity transformation, so $\mathrm{tr}\,\Gamma_A=-\mathrm{tr}\,\Gamma_A=0$ for every $\Gamma_A\neq1$.

For $A\neq B$, $\Gamma_A^{-1}\Gamma_B$ is, up to sign, another nontrivial product: the common gammas cancel and at least one remains. Hence

$$\mathrm{tr}(\Gamma_A^{-1}\Gamma_B)=4\,\delta_{AB}.$$

If $\sum_Bc_B\Gamma_B=0$, multiplying by $\Gamma_A^{-1}$ and taking the trace gives $4c_A=0$. So the products are independent. The space of $4\times4$ matrices has dimension 16, and they span it.

Now let $v$ be in the kernel of $S$, meaning $Sv=0$. Then $S\gamma^\mu v=\gamma'^\mu Sv=0$, so $\gamma^\mu v$ is in the kernel too. The kernel is therefore mapped into itself by every $\Gamma_A$, and hence by every $4\times4$ matrix. If it contains one nonzero $v$, it contains any vector $w$, because the matrix $wv^\dagger/(v^\dagger v)$ sends $v$ to $w$. Two cases remain:

- the kernel is the whole space, and $S=0$;
- the kernel is zero, and the square matrix $S$ is invertible.

This is Schur's lemma for the present problem. To decide whether $S$ is invertible, it is enough to ask whether it is nonzero.

## Some $F$ must work

Suppose $S$ vanished for every $F$. Take for $F$ the matrix unit $E_{lm}$, with a 1 in row $l$, column $m$ and zeros elsewhere. Then

$$S_{jk}=\sum_A(\Gamma'_A)_{jl}\,(\Gamma_A^{-1})_{mk}=0\qquad\text{for all } j,k,l,m .$$

For fixed $j$ and $l$ this says $\sum_A(\Gamma'_A)_{jl}\,\Gamma_A^{-1}=0$. Each $\Gamma_A^{-1}$ equals $\pm\Gamma_A$, so the inverses are independent too, and every coefficient $(\Gamma'_A)_{jl}$ must vanish. But one of the $\Gamma'_A$ is the unit matrix. This contradiction shows that at least one of the 16 matrix units gives an invertible $S$.

So an intertwiner exists for any two $4\times4$ sets with this metric, and trying the matrix units in turn is a search that cannot fail in exact arithmetic. A single unit may fail. From Dirac to Weyl, $E_{11}$ gives $\|S\|\approx5.66$, while $E_{12}$ gives zero.

## Which $F$ fail

Let $T$ be one invertible intertwiner, so that $\gamma'^\mu=T\gamma^\mu T^{-1}$ and $\Gamma'_A=T\Gamma_AT^{-1}$. Then

$$S=T\,Y,\qquad Y=\sum_A\Gamma_AX_F\Gamma_A^{-1},\qquad X_F=T^{-1}F .$$

By the rearrangement argument with both sets equal, $Y$ commutes with every $\gamma^\mu$, hence with every $4\times4$ matrix, and so $Y=y\,1$. Taking the trace gives $4y=16\,\mathrm{tr}\,X_F$, because each of the 16 terms has the trace of $X_F$. Therefore

$$\boxed{S=4\,\mathrm{tr}(T^{-1}F)\;T}$$

The random matrix affects only a scalar factor. Its 16 entries enter through one linear form, and $S$ is invertible if and only if $\mathrm{tr}(T^{-1}F)\neq0$. The excluded $F$ form a hyperplane, which has probability zero if the entries have a continuous joint density. The formula also shows that all intertwiners are multiples of one another: if $F$ is itself an intertwiner, each term of the sum equals $F$, so $S=16F$, and the right side is a multiple of $T$.

Since a scalar factor does not change a condition number, a lucky $F$ cannot improve the conditioning of $S$, nor an unlucky one spoil it in exact arithmetic, as long as $S\neq0$. For a non-unitary change of basis the program found 2.3415 for both $S$ and $T$.

## The opening example explained

In $2\times2$ blocks, with Pauli matrices $\sigma_i$, the two representations are

$$\gamma^0=Z\otimes1,\qquad \gamma'^0=X\otimes1,\qquad \gamma^i=\gamma'^i=J\otimes\sigma_i .$$

The first factor acts between blocks and is the two-gamma example again. Since $XR=RZ$ and $JR=RJ$, an intertwiner is

$$T=\frac1{\sqrt2}\,R\otimes1,\qquad T^{-1}=\frac1{\sqrt2}\begin{pmatrix}1&1\\-1&1\end{pmatrix}\otimes1 .$$

Write $F_{11},F_{12},F_{21},F_{22}$ for the $2\times2$ blocks of $F$. The diagonal blocks of $T^{-1}F$ are $(F_{11}+F_{21})/\sqrt2$ and $(-F_{12}+F_{22})/\sqrt2$, so

$$\mathrm{tr}(T^{-1}F)=\frac{s}{\sqrt2},\qquad s=\mathrm{tr}F_{11}+\mathrm{tr}F_{21}-\mathrm{tr}F_{12}+\mathrm{tr}F_{22}.$$

The closed form becomes $S=4\cdot\frac{s}{\sqrt2}\cdot\frac{1}{\sqrt2}R\otimes1=2s\,R\otimes1$. The block traces of the opening matrix are $1$, $4$, $-3$, $-3$ in the order $F_{11},F_{12},F_{21},F_{22}$. Thus

$$s=1-3-4-3=-9,\qquad 2s=-18,$$

which is the matrix that the 16-term sum produced. Its determinant is $(2s)^4(\det R)^2=18^4\cdot4=419904$.

## Normalization and physical meaning

Suppose now that all $\gamma^\mu$ and $\gamma'^\mu$ are unitary, as in the Dirac and Weyl sets. The adjoint of $\gamma'^\mu S=S\gamma^\mu$ is $S^\dagger(\gamma'^\mu)^{-1}=(\gamma^\mu)^{-1}S^\dagger$. Multiplying by $\gamma^\mu$ on the left and $\gamma'^\mu$ on the right gives $\gamma^\mu S^\dagger=S^\dagger\gamma'^\mu$. Hence

$$\gamma^\mu S^\dagger S=S^\dagger\gamma'^\mu S=S^\dagger S\gamma^\mu .$$

So $S^\dagger S$ commutes with all the gammas and is a multiple of the unit matrix:

$$S^\dagger S=c\,1,\qquad c=\tfrac14\mathrm{tr}(S^\dagger S),\qquad U=S/\sqrt c\ \text{ is unitary if } S\neq0 .$$

In the example each column of $S$ has two entries of size 18, so $c=2\cdot18^2=648$ and $\sqrt c\approx25.46$. The entries of $U$ are $\pm18/25.46=\pm0.7071$ or zero. Here $U=-T$, because $s$ is negative. The overall phase of $U$ is not fixed by the gammas and has to be chosen by convention.

If $\psi$ solves the Dirac equation $(i\gamma^\mu\partial_\mu-m)\psi=0$ (units $\hbar=c_{\text{light}}=1$), multiply by the constant matrix $U$ and use $U\gamma^\mu=\gamma'^\mu U$. Then $\psi'=U\psi$ solves the primed equation with the same mass. Unitarity gives $\psi'^\dagger\psi'=\psi^\dagger\psi$, so the probability density is unchanged. The two representations describe the same physics in different spinor bases.

## How good is a random draw?

An $F$ close to the excluded hyperplane gives a small $S$ left over from the cancellation of large terms. For unitary sets each of the 16 terms has norm $\|F\|$, which suggests the measure

$$q=\frac{\|S\|}{16\|F\|}.$$

With $T$ unitary, $\|T\|^2=\mathrm{tr}\,1=4$, so $T/2$ has unit norm, and the closed form reads

$$\frac{S}{16}=\frac T2\;\mathrm{tr}\!\left[\left(\frac T2\right)^{\!\dagger}F\right].$$

This is the orthogonal projection of $F$ onto the direction of $T$ in the 16-dimensional space of matrices. So $q$ is the modulus of a direction cosine and lies between 0 and 1. In the example $\|S\|^2=4c=2592$ and $\|F\|^2=69$, so $q=50.91/(16\cdot8.307)\approx0.383$.

Let the entries of $F$ be independent complex Gaussians with $\langle|F_{jk}|^2\rangle=1$. This distribution looks the same in every orthonormal basis, so take $T/2$ as the first basis vector. Then $q^2=a/(a+b)$, where $a$ is the squared modulus of one component, exponentially distributed with mean 1, and $b$ is the sum of 15 independent variables of the same kind. The condition $q\ge\delta$ means $a\ge\lambda b$ with $\lambda=\delta^2/(1-\delta^2)$. For given $b$ its probability is $e^{-\lambda b}$. Each of the 15 variables contributes an average $\int_0^\infty e^{-\lambda x}e^{-x}dx=1/(1+\lambda)=1-\delta^2$, so

$$P(q<\delta)=1-(1-\delta^2)^{15}.$$

For $\delta=0.1$ this is 0.140; a sample of 200,000 draws gave 0.139. Rejecting complex Gaussian draws with $q<0.1$ therefore costs little. The formula does not apply to real entries: from Dirac to Weyl, real Gaussian draws fall below 0.1 with probability about 0.30, so one or two draws still usually suffice.

Rounding errors in the terms scale with $\|F\|$, while $S$ scales with $q\|F\|$. The error relative to $S$ should thus grow roughly as machine precision divided by $q$. In double precision an ordinary draw with $q\approx0.30$ had $r\approx7\times10^{-16}$. An $F$ built to have $q=10^{-8}$ had $r\approx9\times10^{-9}$, in line with the estimate.

Integer entries need separate care, since they can hit the hyperplane. Let the entries be independent and uniform on $m$ values. At least one entry has a nonzero coefficient in $\mathrm{tr}(T^{-1}F)$. With the others held fixed, at most one value of that entry makes the form vanish, so $P(S=0)\le1/m$. For the seven integers used here the bound is 0.143. From Dirac to Weyl, $s$ is a signed sum of eight entries, and counting the combinations with $s=0$ gives 0.069.

## The procedure and its limits

1. Check that both sets obey the Clifford relations with the same metric.
2. Form the 16 products of each set in the same order.
3. Draw $F$ and compute $S=\sum_A\Gamma'_AF\Gamma_A^{-1}$.
4. For unitary sets, draw again if $q<0.1$. For other sets, the ratio of $\|S\|$ to the sum of the norms of the 16 terms again measures cancellation, but neither the threshold 0.1 nor the probability formula carries over: for two equal sets far from unitary, for example, $S=4\,\mathrm{tr}(F)\,1$ does not grow with the gammas while the terms do, so nearly every draw can give a smaller ratio.
5. Check the residual $r$. For unitary sets it should be near machine precision. For sets far from unitary it can be much larger, even when the ratio in step 4 is not small, so that ratio alone does not guarantee a small $r$.
6. For unitary sets, divide by $\sqrt c$.

The same reasoning holds for any even number $n$ of gammas of size $N=2^{n/2}$, since an odd product then always leaves some gamma out. There are $2^n=N^2$ products, and the trace argument gives the factor $N^2/N=N$ in place of 4. For $n=2$ this means $S=2\,\mathrm{tr}(T^{-1}F)\,T$, which with $T=R/\sqrt2$ reproduces $S=sR$.

With three gammas the argument can fail. The sets $\sigma_i$ and $-\sigma_i$ obey the same relations, but $\sigma_1\sigma_2\sigma_3=i\,1$ in the first and $-i\,1$ in the second. An intertwiner would need $-iS=iS$, so $S=0$ for every $F$. Schur's lemma still holds; what is lost is the independence of the products, since eight of them cannot be independent among $2\times2$ matrices.

With reducible sets it is the assumption behind Schur's lemma that fails: the products no longer span the space of all matrices, so a kernel can be neither zero nor the whole space. Take the $8\times8$ matrices $\gamma^\mu\otimes1_2$ for both sets and write $F=\sum_{ab}F_{ab}\otimes e_{ab}$, where the $F_{ab}$ are $4\times4$ and the $e_{ab}$ are the $2\times2$ matrix units. Averaging each $F_{ab}$ gives

$$S=4\cdot1_4\otimes f,\qquad f_{ab}=\mathrm{tr}\,F_{ab}.$$

The intertwiners now form a four-dimensional space. The choice $F=1_4\otimes\mathrm{diag}(1,0)$ gives $f=\mathrm{diag}(4,0)$, so $S$ is nonzero but singular, with rank 4 out of 8. A random $F$ with a continuous density has $\det f\neq0$ with probability one and still gives an invertible $S$. For such sets a nonzero $S$ is no longer proof of invertibility, and its rank must be checked. The numerical check tests these limiting cases along with the closed form.

## Calculated quantities

```
All numbers are dimensionless
Dirac to Weyl, integer F; redraw threshold for q: 0.1
draws used: 1
accepted F:
    -1    2    3    3
     0    2   -2    1
    -2    2   -3   -3
     3   -1    1    0
block traces F11, F12, F21, F22: 1 4 -3 -3
s = trF11 + trF21 - trF12 + trF22: -9
S from the 16-term sum:
    -18.0     0.0    18.0     0.0
      0.0   -18.0     0.0    18.0
    -18.0     0.0   -18.0     0.0
      0.0   -18.0     0.0   -18.0
q of accepted F: 0.3831
c = tr(S^dagger S)/4: 648.0000
sqrt(c): 25.4558
det S: 419904
U = S/sqrt(c):
   -0.7071   0.0000   0.7071   0.0000
    0.0000  -0.7071   0.0000   0.7071
   -0.7071   0.0000  -0.7071   0.0000
    0.0000  -0.7071   0.0000  -0.7071
relative intertwining residual: 0.0e+00
norm of S for matrix unit E11: 5.6569
norm of S for matrix unit E12: 0.0000
non-unitary test: cond S 2.3415, cond T 2.3415
residual with one product order reversed: 1.518
random draws in each probability test: 200000
P(q < 0.1), Gaussian F, formula: 0.1399
P(q < 0.1), Gaussian F, sampled: 0.1393
P(S = 0), integer F, counted: 0.0691
P(S = 0), integer F, sampled: 0.0683
upper bound 1/7: 0.1429
ordinary F: q 0.2989, residual 7.3e-16
bad F: q 1.0e-08, residual 9.0e-09
map rank, Pauli to Pauli: 1
map rank, Pauli to minus Pauli: 0
map rank, doubled 8x8 set: 4
rank of S, doubled set, special F: 4
rank of S, doubled set, random F: 8
```
